# Singlet–triplet gap of nickel(II) bound to two diazadiene radical anions

## Question

I am trying to understand the spin levels of a nickel bis(diazadiene) complex, the kind of volatile molecule used as a nickel precursor for vapour deposition. I describe it as Ni(II) with spin 1 and two ligand radical anions with spin 1/2 each, both coupled to the metal by the same positive constant:

$$H=J\,\mathbf S\cdot(\mathbf s_1+\mathbf s_2),\qquad J>0 .$$

I am told that the singlet lies $J$ below the lowest triplet, but I can't get that number. For nickel and one radical, I find a doublet at $-J$ and a quartet at $+J/2$. Breaking one metal–radical bond should therefore cost $3J/2$. Why is the gap $J$ instead? And can I trust it when $J$ is as large as a few tenths of an eV?

## Answer

The gap is $J$ for your Hamiltonian. Your pair energies are right, but the lowest triplet doesn't have one intact bond and one broken bond. Both bonds are partly weakened.

I take spins as dimensionless, so $\mathbf S^2=S(S+1)$. With your sign, positive $J$ favours antiparallel spins. If the coupling is written $-2J'\,\mathbf S\cdot(\mathbf s_1+\mathbf s_2)$, then $J=-2J'$ and the same gap reads $2|J'|$.

### The spectrum

Add the radical spins first, $\mathbf L=\mathbf s_1+\mathbf s_2$, with $L=0$ or $1$. Then add nickel, $\mathbf F=\mathbf S+\mathbf L$. Squaring the second sum gives

$$\mathbf F^2=\mathbf S^2+\mathbf L^2+2\,\mathbf S\cdot\mathbf L ,$$

where the cross terms combine because $\mathbf S$ and $\mathbf L$ act on different spins and commute. Since $H=J\,\mathbf S\cdot\mathbf L$ and $S(S+1)=2$,

$$E(F,L)=\frac J2\left[F(F+1)-2-L(L+1)\right].$$

For $L=1$, nickel and the radical pair are two spins of length 1, so $F=0,1,2$:

- singlet: $\frac J2(0-2-2)=-2J$
- triplet: $\frac J2(2-2-2)=-J$
- quintet: $\frac J2(6-2-2)=+J$

For $L=0$, $F=1$ and the energy is $\frac J2(2-2-0)=0$. The multiplicities $1+3+5+3=12$ exhaust the $3\times2\times2$ states. There is one singlet, and

$$E_{\text{triplet}}-E_{\text{singlet}}=-J-(-2J)=J .$$

The states can be checked by hand. Write $|m,n\rangle$ for the $z$ components of $\mathbf S$ and of $\mathbf L$ with $L=1$. Each ladder operator on a spin 1 gives a factor $\sqrt2$, so $\frac12S_\pm L_\mp$ moves one unit between the spins with coefficient 1. Hence

$$\begin{aligned}
\mathbf S\cdot\mathbf L\,|1,-1\rangle&=-|1,-1\rangle+|0,0\rangle,\\
\mathbf S\cdot\mathbf L\,|0,0\rangle&=|1,-1\rangle+|-1,1\rangle,\\
\mathbf S\cdot\mathbf L\,|-1,1\rangle&=-|-1,1\rangle+|0,0\rangle .
\end{aligned}$$

Acting on $(|1,-1\rangle-|0,0\rangle+|-1,1\rangle)/\sqrt3$, these multiply it by $-2$. Similarly, $\mathbf S\cdot\mathbf L$ exchanges $|1,0\rangle$ and $|0,1\rangle$, so $(|1,0\rangle-|0,1\rangle)/\sqrt2$ has eigenvalue $-1$. These are the singlet and one member of the lowest triplet.

### Where the bond-breaking argument goes wrong

In the singlet, nickel plus radical 1 must have spin 1/2, since it has to cancel the remaining spin 1/2. The same holds for radical 2. Both pairs are therefore in your doublet state, and the energy is $-J-J=-2J$.

The lowest triplet has $L=1$, which is symmetric under exchange of the radicals. Its total energy $-J$ is shared equally, so $\langle\mathbf S\cdot\mathbf s_i\rangle=-1/2$ for each bond. Let $p$ be the probability that a given nickel–radical pair is a doublet. Your pair energies then give

$$-p+\tfrac12(1-p)=-\tfrac12\quad\Rightarrow\quad p=\tfrac23 .$$

Each bond has a quartet probability of $1/3$, and each quartet costs $3J/2$ relative to the doublet. The total cost is $2\times\frac13\times\frac{3J}{2}=J$.

### What changes the gap within a spin model

**Coupling between the radicals.** Add $K\,\mathbf s_1\cdot\mathbf s_2$. Since $\mathbf s_1\cdot\mathbf s_2=\frac12[L(L+1)-\frac32]$, it adds $K/4$ to $L=1$ and $-3K/4$ to $L=0$. The singlet and the original lowest triplet move together. The other triplet lies $2J-K$ above the singlet, so

$$\Delta E=\min(J,\,2J-K).$$

The gap stays at $J$ for $K\le J$. At $K=2J$ the $L=0$ triplet reaches the singlet, and beyond that it is the ground state.

**Unequal bonds.** Let the couplings be $J(1+\delta)$ and $J(1-\delta)$, with $|\delta|\le1$. The singlet still has both pairs in doublets, so its energy remains $-J(1+\delta)-J(1-\delta)=-2J$. The extra term $J\delta\,\mathbf S\cdot(\mathbf s_1-\mathbf s_2)$ changes sign when the radicals are exchanged, so it connects $L=0$ with $L=1$ and has no diagonal element in either triplet.

To find the mixing, let $|1,s\rangle$ be nickel with $m=1$ times the radical singlet $(\uparrow\downarrow-\downarrow\uparrow)/\sqrt2$. On that singlet, $s_{1z}-s_{2z}$ gives the $n=0$ triplet, and $s_{1+}-s_{2+}$ gives $-\sqrt2$ times the $n=1$ triplet. With $S_-|1\rangle=\sqrt2|0\rangle$ and $S_+|1\rangle=0$,

$$\mathbf S\cdot(\mathbf s_1-\mathbf s_2)|1,s\rangle=|1,0\rangle-|0,1\rangle ,$$

which is $\sqrt2$ times the normalized lower triplet. The triplet energies are thus the eigenvalues of

$$J\begin{pmatrix}-1&\sqrt2\,\delta\\ \sqrt2\,\delta&0\end{pmatrix},$$

and subtracting $-2J$ from the lower one gives

$$\Delta E=J\left[\frac32-\sqrt{\frac14+2\delta^2}\right]\simeq J(1-2\delta^2)\quad(|\delta|\ll1).$$

At $|\delta|=1$ the gap closes, as it must: one radical is then free and can point either way at no cost.

**Zero-field splitting.** Spin–orbit coupling can add $D(S_z^2-\frac23)$ on nickel. This is $D/3$ for $m=\pm1$ and $-2D/3$ for $m=0$. To first order in $D$, average it over the unperturbed states:

- The singlet has weight $2/3$ on $m=\pm1$, so its shift is $\frac23\cdot\frac D3-\frac13\cdot\frac{2D}3=0$.
- The triplet with $M=0$ is $(|1,-1\rangle-|-1,1\rangle)/\sqrt2$ and shifts by $D/3$.
- The triplet members with $M=\pm1$ have equal weight on $|m|=1$ and $m=0$, and shift by $-D/6$.

The one gap becomes two, $J+D/3$ and $J-D/6$, for $|D|\ll J$.

### Numbers for a strongly coupled precursor

Take $J=0.200$ eV as a round model value. The levels are $-0.400$, $-0.200$, $0$ and $+0.200$ eV, and the gap is $0.200$ eV, or $1613\ \mathrm{cm^{-1}}$.

At a source temperature of 400 K, $k_BT=0.03447$ eV and $x=e^{-J/k_BT}\approx0.0030$. Measured from the singlet, the other levels lie at $J$, $2J$ and $3J$, so the thermally excited fraction is

$$1-\frac{1}{1+3x+3x^2+5x^3}\approx0.90\%.$$

This counts spin states alone, with the same vibrations and geometry for each.

The corrections above are small for modest parameters, varied one at a time:

- $K=0.020$ eV leaves the gap at $0.200$ eV.
- $\delta=0.10$ gives $0.200\,(1.5-\sqrt{0.27})=0.196$ eV.
- $D=0.005$ eV gives gaps of about $0.199$ and $0.202$ eV.

### Can the spin model be trusted at this coupling?

A larger question is whether the electrons stay on their own fragments and whether nickel stays in its triplet. A small electronic model lets us test that. Give nickel two orbitals and each ligand one, with four electrons in all. Each nickel orbital exchanges electrons with one ligand orbital through a hopping amplitude $t$. This is the overlap pattern expected when the two ligand planes are perpendicular, so that $d_{xz}$ and $d_{yz}$ each meet the $\pi^*$ orbital of one ligand.

Let $\Delta_1$ be the energy to move an electron from ligand to nickel, and $\Delta_2$ the energy for the reverse, both starting from Ni(II) in its triplet and two ligand radical anions. For one nickel–ligand orbital pair, the two-electron singlet couples to each charge-transfer state with magnitude $\sqrt2\,t$. Second-order perturbation theory lowers it by $2t^2(1/\Delta_1+1/\Delta_2)$. The pair triplet is not lowered, because two parallel electrons cannot share an orbital. This is an exchange $j\,\mathbf s_d\cdot\mathbf s_i$ with $j=2t^2(1/\Delta_1+1/\Delta_2)$. Within the nickel triplet, each of its two electrons carries half the spin, $\mathbf s_d\to\mathbf S/2$, so

$$J=\frac j2=t^2\left(\frac1{\Delta_1}+\frac1{\Delta_2}\right).$$

For numbers, I chose repulsions of 5.0 eV within a nickel orbital and 3.0 eV within a ligand orbital, a Hund coupling $J_H=0.8$ eV, and $\Delta_1=4.0$ eV. The repulsion between the nickel orbitals is $5.0-2J_H=3.4$ eV, and pairs hop between them with amplitude $J_H$. The sum $\Delta_1+\Delta_2$ equals $5.0+3.0+0.8$ eV, because the orbital energies and the inter-orbital repulsion cancel, so $\Delta_2=4.8$ eV.

I diagonalized this model numerically in the full space of four-electron configurations with zero total $S_z$. At $t=0.020$ eV, the excitations from the singlet, divided by the perturbative $J$, are 1.0004, 2.0002 and 3.0003. The spin model is recovered.

For the strong-coupling case, I adjusted $t$ until the singlet–quintet separation was $3J=0.600$ eV, which required $t=0.645$ eV. The other parameters were held fixed. The two triplets then lie at $0.247$ and $0.397$ eV above the singlet, rather than $0.200$ and $0.400$ eV. The lowest gap is about 24% larger than $J$, and the excited fraction at 400 K falls from 0.90% to 0.23%.

The ground state has 13% charge-transfer character and 2% with Ni(II) and two radical anions but nickel in a singlet. The spin model contains neither component. The weights alone don't say where the 24% comes from, and the smaller one matters more. If the states with two nickel electrons in a singlet are removed and $t$ is refitted to the quintet, the gap is $0.197$ eV, within 2% of $J$. If instead the charges are frozen and the two nickel spins are left free, coupled by $-2J_H\,\mathbf s_{d1}\cdot\mathbf s_{d2}$, the fitted gap is $0.233$ eV. The shift therefore needs the nickel singlet, and charge transfer alone barely moves the gap.

For a real nickel diazadiene precursor, a coupling of a few tenths of an eV should be read as a rough scale, and 400 K as a plausible source temperature. The spin model fixes both the charge on each fragment and the spin of nickel. With my chosen parameters, and the quintet energy held at $3J$, relaxing the two together moves the gap by about a quarter. Varying $J_H$ from 0.5 to 1.2 eV at fixed $\Delta_1$ changes this from 29% to 19%. Even the sign depends on the overlap pattern: if one nickel orbital hops to both ligands and the other to neither, the fitted gap is $0.133$ eV, a third below $J$. That is a model estimate, not a measured error. A real molecule also has more orbitals, and its geometry can relax differently in each spin state. So the gap of $J$ is a firm result for the Heisenberg Hamiltonian, but a value of $J$ inferred from the quintet energy need not predict the singlet–triplet gap closely when the metal–ligand coupling is this strong.

All numerical values are calculated from the stated model.
